# Why vdW-DF and VV10 contain no three-body dispersion, part 1

(Sections cited here and not found follow in the second part.)

**Q.** vdW-DF and VV10 take the total electron density as input, and their kernels depend on it nonlinearly. Nothing in them refers to atoms or pairs of atoms. I take that to mean that they include many-body dispersion: the Axilrod–Teller–Muto (ATM) three-body energy, and the screening of one molecule's polarizability by its neighbours.

**A.** The nonlinearity is real, but what matters is where the density enters. Both functionals have the form
$$E_{\rm nl}=\tfrac12\iint n(\mathbf r)\,\phi\,n(\mathbf r')\,d^3r\,d^3r',$$
where $\phi$ depends on $n$ and $|\nabla n|$ at $\mathbf r$, on the same two quantities at $\mathbf r'$, and on $R=|\mathbf r-\mathbf r'|$. Write $k=e^2/4\pi\varepsilon_0$, $m$ for the electron mass and $E_h=mk^2/\hbar^2$; a prime marks a quantity at $\mathbf r'$. VV10 has
$$\phi=-\frac{3\hbar k^2}{2m^2\,g\,g'(g+g')},\qquad g=\omega_0R^2+\kappa,$$
$$\omega_0^2=C\frac{\hbar^2}{m^2}\left|\frac{\nabla n}{n}\right|^4+\frac{\omega_p^2}{3},\qquad \kappa=\frac{b\,v_F^2}{\omega_p},$$
with $\omega_p^2=ne^2/\varepsilon_0m$, $v_F=\hbar k_F/m$, $k_F=(3\pi^2n)^{1/3}$, $b=5.9$, $C=0.0093$. It also has a term proportional to the electron number, which adds up over fragments and drops out below. vdW-DF has $\phi=\phi(d,d')$ with $d=q_0R$ and
$$q_0=k_F\left(1-\frac{Z_{ab}s^2}{9}\right)-\frac{4\pi}{3}\frac{\varepsilon_c^{\rm LDA}}{k},\qquad s=\frac{|\nabla n|}{2k_Fn},$$
where $\varepsilon_c^{\rm LDA}$ is the uniform-gas correlation energy per electron and $Z_{ab}=-0.8491$, or $-1.887$ for vdW-DF2. No third point appears in either kernel.

**Q.** A third point does not have to appear. The density at $\mathbf r$ is the total density, so the kernel knows about every molecule.

**A.** It knows about those that put density at $\mathbf r$ or $\mathbf r'$. Take fragments with fixed densities $n_A,n_B,\dots$ whose supports $S_A,S_B,\dots$ are disjoint, and $n=\sum_An_A$. The integrand carries the factor $n(\mathbf r)n(\mathbf r')$, so each integral runs over the union of the supports, which splits into the separate $S_A$. Inside $S_A$ every other density vanishes together with its gradient, so $n=n_A$ and $\nabla n=\nabla n_A$ there. Therefore
$$E_{\rm nl}=\tfrac12\sum_{A,B}I_{AB},\qquad I_{AB}=\int_{S_A}\!\int_{S_B}n_A\,\phi\,n_B,$$
and the kernel in $I_{AB}$ is built from $n_A$ at $\mathbf r$ and $n_B$ at $\mathbf r'$. It has the same value whether or not a fragment $C$ is present. The kernel is symmetric, so $I_{AB}=I_{BA}$, and the subsystem energies are
$$E(A)=\tfrac12I_{AA},\qquad E(AB)=\tfrac12I_{AA}+\tfrac12I_{BB}+I_{AB},$$
$$E(ABC)=\tfrac12\sum_AI_{AA}+\sum_{A<B}I_{AB}.$$
Define $E_3=E(ABC)-\sum_{A<B}E(AB)+\sum_AE(A)$. Each $\tfrac12I_{AA}$ occurs once in the trimer, twice among the dimers and once among the monomers, with net weight $1-2+1=0$. Each $I_{AB}$ occurs once in the trimer and once among the dimers, with net weight zero. So $E_3=0$ exactly, for any geometry and any kernel of this form. The semilocal exchange-correlation terms are single integrals of a function of $n$ and $\nabla n$ at one point, and the same argument makes them one-body.

**Q.** That is simple enough to make me suspect it. Has it been tried where it could fail?

**A.** The numerical check places three densities $n_0(1-r^2/a^2)^3$, zero beyond $a=0.13$ nm, with $n_0=2000$, $1500$, $2500$ nm$^{-3}$, at the corners of an equilateral triangle. The functional sees the summed density on one common grid of step $0.04$ nm and is not told which point belongs to which fragment. The step is coarse for such small spheres, but the cancellation does not depend on it: the double sum over grid points splits exactly as the double integral does. At side $0.28$ nm, larger than $2a$, VV10 gives a summed pair energy of $-1.74\times10^{-21}$ J and $E_3=1.9\times10^{-36}$ J; vdW-DF, with an interpolated kernel table, gives $-5.27\times10^{-21}$ J and $2.4\times10^{-34}$ J. Relative to the pair energy these are about $10^{-15}$ and $5\times10^{-14}$, the level of rounding. At side $0.18$ nm the densities overlap, and the same code gives $E_3=-2.33\times10^{-22}$ J against $-8.16\times10^{-21}$ J for VV10 and $-6.08\times10^{-22}$ J against $-2.94\times10^{-20}$ J for vdW-DF, that is 2.9% and 2.1% of the pair energy on this grid. The energies themselves are not converged with the grid step, those of vdW-DF least of all; what counts is the contrast between a zero at rounding level and a term at the percent level.

**Q.** Then what is the long-range content of $I_{AB}$?

**A.** For VV10, let $R$ grow until $\omega_0R^2\gg\kappa$ wherever the density matters. Then $g\to\omega_0R^2$ and
$$\phi\to-\frac{3\hbar k^2}{2m^2\,\omega_0\omega_0'(\omega_0+\omega_0')R^6}.$$
vdW-DF needs more work. Its kernel is
$$\phi=\frac{2E_h}{\pi^2}\int_0^\infty\!\!\int_0^\infty a^2b^2\,W(a,b)\,\Theta\,da\,db,$$
$$a^2b^2W=\frac{2}{ab}\big[(3-a^2)\,b\cos b\sin a+(3-b^2)\,a\cos a\sin b+(a^2+b^2-3)\sin a\sin b-3ab\cos a\cos b\big],$$
$$\Theta=\frac12\left[\frac1{w+x}+\frac1{y+z}\right]\left[\frac1{(w+y)(x+z)}+\frac1{(w+z)(y+x)}\right],$$
with $w=\nu(a)$, $x=\nu(b)$, $y=\nu'(a)$, $z=\nu'(b)$, $\nu(a)=a^2/\{2[1-e^{-4\pi a^2/9d^2}]\}$, and $\nu'$ the same with $d'$. For $a\ll d$ the bracket is $4\pi a^2/9d^2$, so $\nu\to\nu_0=9d^2/8\pi$. Setting $w=x=\nu_0$ and $y=z=\nu_0'$,
$$\Theta_0=\frac12\cdot\frac{\nu_0+\nu_0'}{2\nu_0\nu_0'}\cdot\frac{2}{(\nu_0+\nu_0')^2}=\frac{1}{2\nu_0\nu_0'(\nu_0+\nu_0')}=\frac{(8\pi/9)^3}{2d^2d'^2(d^2+d'^2)}.$$
For large $d,d'$, $\Theta$ stays at $\Theta_0$ over many oscillations of $W$ and then decays slowly, so it acts as a convergence factor, which I model by $e^{-\eta(a+b)}$ with $\eta\to0$. With that factor $\int\cos a\,da=\eta/(1+\eta^2)\to0$, $\int a\sin a\,da=2\eta/(1+\eta^2)^2\to0$ and $\int(\sin a/a)\,da\to\pi/2$. After division by $ab$, the first, second and fourth terms of $a^2b^2W$ each contain a bare cosine and vanish. The third gives $a\sin a\,(\sin b/b)$ and its mirror image, which vanish, and $-3(\sin a/a)(\sin b/b)$, which survives. The double integral is $2(-3)(\pi/2)^2=-3\pi^2/2$, and since $(8\pi/9)^3=8(4\pi/9)^3$,
$$\phi\to\frac{2E_h}{\pi^2}\left(-\frac{3\pi^2}{2}\right)\Theta_0=-\frac{12\,(4\pi/9)^3E_h}{d^2d'^2(d^2+d'^2)}.$$
The convergence-factor step is tested by direct quadrature: at $d=12$, $d'=14$ the full kernel is $1.00001$ times this form. Now define $\omega_0=9\hbar q_0^2/8\pi m$, so that $d^2=(8\pi m/9\hbar)\,\omega_0R^2$. The prefactor becomes $12(4\pi/9)^3(9\hbar/8\pi m)^3E_h=\tfrac32\hbar^3E_h/m^3=\tfrac32\hbar k^2/m^2$, which is the VV10 form with another $\omega_0$.

By partial fractions and $\int_0^\infty du/(\omega^2+u^2)=\pi/2\omega$,
$$\int_0^\infty\!\frac{du}{(\omega^2+u^2)(\omega'^2+u^2)}=\frac{1}{\omega'^2-\omega^2}\left(\frac{\pi}{2\omega}-\frac{\pi}{2\omega'}\right)=\frac{\pi}{2\omega\omega'(\omega+\omega')}.$$
When $R$ is also large against the fragment sizes, $R^{-6}$ comes out of the integrals, and $I_{AB}=-C_6/R^6$ with
$$C_6=\frac{3\hbar}{\pi}\int_0^\infty\alpha'_A(iu)\,\alpha'_B(iu)\,du,\qquad \alpha'(iu)=\frac km\int\frac{n\,d^3r}{\omega_0^2+u^2}.$$
From here on $\alpha'=\alpha/4\pi\varepsilon_0$ is a polarizability volume. It is a scalar, so this $C_6$ does not depend on orientation. It is a single integral of a local function, so a composite of disjoint fragments has $\alpha'_A+\alpha'_B$ at any separation. Your belief is right in one respect: $\omega_0$ follows the local density, so an atom inside a molecule contributes differently from the free atom.

**Q.** A zero means little without something to compare it with. What should $E_3$ be for fragments with that polarizability?

**A.** Take a reference model with the same $\alpha'(iu)$: isotropic point dipoles coupled to all orders. It is not exact; it leaves out higher multipoles, overlap, exchange and any nonlinear response of the fragments. Start with one oscillator per site, of charge $e$, mass $m$ and frequency $\omega$, with displacement $\mathbf x_i$. Two dipoles interact with energy $-k\,\mathbf x_i\cdot T_{ij}\mathbf x_j$, where $T_{ij}=(3\hat{\mathbf R}\hat{\mathbf R}-1)/R^3$ and $T_{ii}=0$. The potential energy is $\tfrac12\mathbf x\cdot(m\omega^2-kT)\mathbf x$ with $T$ the $3N\times3N$ matrix of blocks. If $t_j$ are its eigenvalues, the modes have $\omega_j^2=\omega^2(1-\alpha't_j)$ with $\alpha'=k/m\omega^2$, and $E=\tfrac\hbar2\sum_j(\omega_j-\omega)$. Now
$$\frac{\hbar}{2\pi}\int_0^\infty\ln\frac{u^2+\omega_j^2}{u^2+\omega^2}\,du=\frac\hbar2(\omega_j-\omega),$$
because both sides vanish at $\omega_j=\omega$ and the derivative of the left side with respect to $\omega_j$ is $(\hbar/2\pi)\,2\omega_j\,(\pi/2\omega_j)=\hbar/2$. The argument of the logarithm is $1-\alpha'(iu)t_j$ with $\alpha'(iu)=\alpha'\omega^2/(\omega^2+u^2)$, so
$$E=\frac{\hbar}{2\pi}\int_0^\infty{\rm Tr}\ln\,[1-\alpha'(iu)T]\,du.$$
Several oscillators per site, uncoupled within the site, give a frequency matrix $\Omega^2-FTF^{\rm T}$, where $\Omega$ is diagonal and $F^{\rm T}$ sums the oscillator dipoles of each site. The ratio of determinants is $\det[1-(u^2+\Omega^2)^{-1}FTF^{\rm T}]$, and $\det(1-XY)=\det(1-YX)$ turns it into $\det[1-F^{\rm T}(u^2+\Omega^2)^{-1}F\,T]$. The matrix before $T$ is the summed $\alpha'(iu)$, so the formula holds for any response of the form found above.

Expand with $\ln(1-z)=-z-z^2/2-z^3/3-\dots$ for identical sites. The first order vanishes because $T_{ii}=0$. At second order ${\rm Tr}\,T^2=\sum_{i\ne j}{\rm tr}\,T_{ij}^2$; each block has eigenvalues $(2,-1,-1)/R^3$, so ${\rm tr}\,T_{ij}^2=6/R^6$, and each pair counts twice:
$$E^{(2)}=-\frac{\hbar}{4\pi}\sum_{i<j}\frac{12}{R_{ij}^6}\int\alpha'^2du=-\sum_{i<j}\frac{C_6}{R_{ij}^6}.$$
This is the long-range limit of the functionals. At third order the trace follows closed paths of three steps, which must visit three different sites since $T_{ii}=0$. There are six orderings, equal by cyclic invariance and transposition, so ${\rm Tr}\,T^3=6\,{\rm tr}(T_{12}T_{23}T_{31})$. Let $\mathbf a,\mathbf b,\mathbf c$ be unit vectors along the sides with projectors $P_a=\mathbf{aa}$ and so on. Using ${\rm tr}P_a=1$, ${\rm tr}P_aP_b=(\mathbf a\cdot\mathbf b)^2$ and ${\rm tr}P_aP_bP_c=(\mathbf a\cdot\mathbf b)(\mathbf b\cdot\mathbf c)(\mathbf c\cdot\mathbf a)$,
$${\rm tr}\prod(3P-1)=27(\mathbf a\cdot\mathbf b)(\mathbf b\cdot\mathbf c)(\mathbf c\cdot\mathbf a)-9\sum(\mathbf a\cdot\mathbf b)^2+9-3.$$
Orient the vectors head to tail round the triangle; each dot product is then $-c_i$, with $c_i=\cos\theta_i$ for the interior angles. From $\theta_3=\pi-\theta_1-\theta_2$, $c_3+c_1c_2=\sin\theta_1\sin\theta_2$, and squaring gives $c_1^2+c_2^2+c_3^2=1-2c_1c_2c_3$. The trace is $-27c_1c_2c_3-9+18c_1c_2c_3+6=-3(1+3c_1c_2c_3)$. With the prefactor $-(\hbar/6\pi)\cdot6\cdot(-3)$,
$$E^{(3)}=C_9\frac{1+3c_1c_2c_3}{(R_{12}R_{23}R_{31})^3},\qquad C_9=\frac{3\hbar}{\pi}\int_0^\infty\alpha'^3du.$$
This is the ATM energy. An equilateral triangle has angular factor $1+3/8=11/8$ and is repulsive; a collinear trimer has angles $0,0,\pi$, factor $-2$, and is attractive. For one oscillator, $u=\omega\tan\vartheta$ gives $\int\omega^6(\omega^2+u^2)^{-3}du=\omega\int_0^{\pi/2}\cos^4\vartheta\,d\vartheta=3\pi\omega/16$, so $C_9=\tfrac9{16}\hbar\omega\alpha'^3$. Diagonalizing the oscillators at $\alpha'/L^3=5\times10^{-4}$, with $L$ the unit of length of the triangle, gives $E_3$ equal to $0.998$, $1.005$ and $0.999$ of this formula for an equilateral, a collinear and a scalene trimer. The term needs a product of three responses at three places, and a two-point kernel has room for two.

**Q.** Grant the missing ATM term. Screening is a separate matter, and the plasma frequency in the kernel looks like screening to me.

For fixed densities with disjoint supports, vdW-DF and VV10 give exactly zero three-body energy, whereas coupled dipoles with the same polarizability give the ATM term. Still to be treated are screening between fragments, the size of these effects for a real molecule, and what overlapping tails and density relaxation add.

All numerical values are calculated from the stated model.
